# A zero-bias peak from a trivial Andreev level at a smooth contact

**The argument under review**

The manuscript reports the tunnelling conductance at one end of a semiconductor nanowire with spin-orbit coupling, induced pairing and a magnetic field along the wire. It argues as follows. A peak stands at zero bias. Its height is close to $2e^2/h$. It stays at zero bias while the field is varied. An accidental crossing of an ordinary level would not show all three features, so the wire holds a topological bound state.

The first three statements are observations; the last is an inference, and it needs a premise that the manuscript does not state: that no ordinary level can stay near zero energy over a range of field and couple to the lead like a single Majorana mode. Does this premise survive if the contact potential is smooth? The question can be settled within the manuscript's own model.

**The model and its bulk phase**

Take one subband, mean-field pairing and no disorder:

$$H=\Big(\frac{\hbar^2k^2}{2m}+V(x)-\mu+\alpha k\sigma_y\Big)\tau_z+V_Z\sigma_x+\Delta\tau_x .$$

Here $\sigma$ acts on spin and $\tau$ on electron and hole, in the basis $(\psi_\uparrow,\psi_\downarrow,\psi_\downarrow^\dagger,-\psi_\uparrow^\dagger)$. The Rashba coupling $\alpha$ is an energy times a length, $V_Z$ is the Zeeman energy, and $\Delta$ is real and positive.

The operator $C=\sigma_y\tau_y$ anticommutes with every term of $H$. Levels therefore come in pairs $\pm E$, and zero-energy solutions can be chosen with $C=\lambda=\pm1$. For these, $\tau_y\phi=\lambda\sigma_y\phi$. Multiply $H\phi=0$ by $\tau_z$, use $\tau_z\tau_x=i\tau_y$, and write $X=\sigma_x\tau_z$:

$$\Big[\frac{\hbar^2k^2}{2m}+V-\mu+(\alpha k+i\lambda\Delta)\sigma_y+V_ZX\Big]\phi=0 .\qquad(1)$$

$X$ commutes with $C$, anticommutes with $\sigma_y$ and squares to one, so within one chirality $X$ and $\sigma_y$ act as two Pauli matrices.

In the flat bulk, $V=0$ and $k$ is a real number. With $\xi=\hbar^2k^2/2m-\mu$, equation (1) requires $\xi^2=(\alpha k+i\lambda\Delta)^2+V_Z^2$. The imaginary part, $2\lambda\alpha k\Delta$, must vanish, hence $k=0$. The real part then gives $V_Z^2=\mu^2+\Delta^2$. The gap closes nowhere else, so a wire with $V_Z<\sqrt{\mu^2+\Delta^2}$ is connected without gap closing to an ordinary superconductor at zero field. Its bulk is trivial. Everything below stays in this phase.

**What a smooth ramp does**

Let the potential near the end rise towards the lead with constant slope, $V-\mu=-Fx$ and $F>0$. In momentum space $x=i\partial_k$, so this term is $-iF\partial_k\tau_z$. Write $\psi=e^{-i\theta(k)}\phi$ with $\theta'=\hbar^2k^2/2mF$. The derivative of the phase gives $-F\theta'\tau_z$, which cancels the kinetic term. Electron and hole carry the same phase, so the pairing is unaffected, and the mass disappears:

$$H'=\tau_z(-iF\partial_k+\alpha k\sigma_y)+V_Z\sigma_x+\Delta\tau_x .$$

An electron arrives with negative $k$, is slowed by the ramp, and leaves with positive $k$. Reflection in space has become passage along the $k$ axis.

Measure $k$ in units of $\sqrt{F/\alpha}$ and energy in units of $\sqrt{\alpha F}$, and set

$$q=k\sqrt{\alpha/F},\quad v=\frac{V_Z}{\sqrt{\alpha F}},\quad d=\frac{\Delta}{\sqrt{\alpha F}},\quad e=\frac{E}{\sqrt{\alpha F}} .$$

The normal part has two helical bands, with spin energies $\pm\sqrt{q^2+v^2}$. For an electron of the lower band the spin points along $-(v,q)$ in the plane of $\sigma_x$ and $\sigma_y$; the hole of the same band has spin along $(v,-q)$. The overlap of two spinors has modulus $\sqrt{(1+\cos\chi)/2}$, where $\chi$ is the angle between the spins. Here $\cos\chi=(q^2-v^2)/(q^2+v^2)$, so the overlap is $|q|/\sqrt{q^2+v^2}$. Followed continuously through $q=0$ it changes sign, and the pairing inside the band is

$$W(q)=\frac{d\,q}{\sqrt{q^2+v^2}} .$$

The spin energy of a band multiplies $\tau_z$, as the kinetic term did, and is removed by a phase in the same way. If transitions between the bands are neglected, each band then obeys $(-i\tau_z\partial_q+W\tau_x)\phi=0$, or $\partial_q\phi=W\tau_y\phi$. Because $W$ is odd, the choice $\tau_y=-1$ gives a solution that decays on both sides, with density $e^{-2d\sqrt{q^2+v^2}}$. The upper band has one too. Two Majorana modes thus sit on the same ramp and together make one ordinary fermionic level. The energy of that level depends on how well the ramp keeps the bands apart.

**The splitting**

For $e\neq0$ the two chiralities mix. Let $u$ be the part with $C=+1$, and $w$ be $\tau_z$ times the part with $C=-1$. The steps that led to (1) now give

$$Lu=e\,w,\qquad L^\dagger w=e\,u,\qquad L=-i\partial_q+(q+id)\sigma_y+vX .\qquad(2)$$

From $\langle w|Lu\rangle=\langle L^\dagger w|u\rangle$ it follows that $u$ and $w$ have equal norms.

First solve $Lu_0=0$. With $z=q+id$ and components $(a,b)$ in the basis of $\sigma_y$,

$$ia'=za+vb,\qquad ib'=-zb+va .$$

At large $|z|$ one solution is mainly $a$. Its small component follows the phase of $a$, so $ib'\approx zb$ and $b\approx va/2z$. Then $ia'=(z+v^2/2z)a$, and

$$a\simeq e^{-iz^2/2}\,z^{-iv^2/2},\qquad |e^{-iz^2/2}|=e^{dq} .$$

This solution decays to the left and grows to the right. The other one, mainly $b$, does the opposite. The left-decaying $u_0$ is therefore purely of the first kind at $q\to-\infty$. How much of the growing part is left at $q\to+\infty$?

Follow $u_0$ along a large arc in the upper half plane, with $\varphi=\arg z$ going from $\pi$ to $0$. There $|e^{-iz^2/2}|=\exp(\tfrac12|z|^2\sin2\varphi)$. Between $\pi$ and $\pi/2$ this is the small solution, and none of the large one is present. Between $\pi/2$ and $0$ it is itself the large one, so its coefficient cannot be changed by the other. The asymptotic form of $a$ thus holds along the whole arc. The factor $z^{-iv^2/2}$ has modulus $e^{\varphi v^2/2}$, which falls from $e^{\pi v^2/2}$ to $1$. With $u_0$ scaled so that $|a|\to e^{dq}$ on the left, on the right

$$|a|\to s\,e^{dq},\qquad s=e^{-\pi v^2/2}=\exp\Big(-\frac{\pi V_Z^2}{2\alpha F}\Big).$$

This is the Landau-Zener amplitude for keeping the spin through the reflection. Pairing shifts the path in the complex plane but leaves $s$ unchanged. A gentle slope makes $s$ small: the spin turns with the band, and each band is reflected into itself.

The companion $w_0(q)=\sigma_yu_0(-q)$ satisfies $L^\dagger w_0=0$, as substitution shows. It decays to the right and has a growing part $s\,e^{-dq}$ on the left. Now take the true solution of (2) and integrate by parts from $-Q$ to infinity:

$$e\int_{-Q}^{\infty}w_0^\dagger w\,dq=\int_{-Q}^{\infty}\big[w_0^\dagger Lu-(L^\dagger w_0)^\dagger u\big]dq=i\,(w_0^\dagger u)\big|_{-Q} .$$

The upper limit gives nothing, since both functions decay there. Choose $Q$ large compared with $1/d$, $v$ and $dv^2$, so that the asymptotic forms hold. At $-Q$ the product of the growing part $s\,e^{dQ}$ and the decaying part $e^{-dQ}$ has modulus $s$. To leading order in $s$, $w$ equals $w_0$ up to a phase, because the norms agree. Hence

$$|e|=\frac{s}{N},\qquad N=\int|u_0|^2dq ,$$

where the integral covers the localized part of $u_0$.

For $N$, equation $Lu_0=0$ gives $\partial_q|u_0|^2=2d\,u_0^\dagger\sigma_yu_0$. If the spin follows the band, the mean of $\sigma_y$ is $-q/\sqrt{q^2+v^2}$ and $|u_0|^2=e^{-2d\sqrt{q^2+v^2}}$, in agreement with the band picture. With $q=v\sinh t$,

$$N=v\int_{-\infty}^{\infty}\cosh t\;e^{-2dv\cosh t}\,dt=2vK_1(2dv),$$

with $K_1$ the modified Bessel function. In the original units

$$E_0\simeq\frac{\alpha F}{2V_Z\,K_1(2\Delta V_Z/\alpha F)}\exp\Big(-\frac{\pi V_Z^2}{2\alpha F}\Big).\qquad(3)$$

The exponential belongs to the linear ramp; the prefactor is of leading order in $s$ and assumes $V_Z^2\gtrsim\alpha F$ and $\Delta$ well below $V_Z$. For $\Delta V_Z\ll\alpha F$, $K_1(y)\to1/y$ and $E_0\to\Delta s$: the pairing energy times the amplitude for failing to follow the band. For $\Delta V_Z\gg\alpha F$ the Bessel function contributes a factor $e^{2\Delta V_Z/\alpha F}$ that works against the suppression, so the simple form $\Delta s$ is then too small.

A real ramp ends in a flat bottom. This matters little if $\alpha k_F$ is well above $V_Z$ and the corner is wide compared with the inverse momentum difference of the bands; a sharper corner can change $E_0$ strongly. Since $\hbar\,dk/dt=F$ on the ramp, $N$ measures the time spent in the mode, and decay in time is set by the pairing gap, not by the speed.

**Numbers**

Take $m=0.015\,m_e$, $\alpha=50$ meV nm, $\Delta=0.25$ meV, $\mu=10$ meV, $F=0.02$ meV/nm and $g=50$. The ramp falls from the turning region to the flat bottom over $\mu/F=500$ nm, with its corner rounded over 150 nm. Then $\alpha F=1.00$ meV$^2$ and $\alpha k_F=3.14$ meV.

At $V_Z=2$ meV, which is 1.38 T, the exponent is $\pi\cdot4/2=6.28$ and $s=1.87\times10^{-3}$. The Bessel argument is $2\cdot0.25\cdot2/1=1$, and $N=2.41$. Thus $E_0=(1\ \text{meV})(1.87\times10^{-3})/2.41=0.78\ \mu$eV. Diagonalizing the full Hamiltonian on a lattice, with the flat bottom included, gives $0.75\ \mu$eV at a step of 4 nm. A finer discretization lowers this to $0.74\ \mu$eV, 4 to 5% below the formula.

| $V_Z$ (meV) | $E_0$, lattice (µeV) | $E_0$, eq. (3) (µeV) |
|---|---|---|
| 1.00 | 60.3 | 62.7 |
| 1.50 | 9.94 | 10.2 |
| 2.00 | 0.75 | 0.78 |

The level falls by a factor of 80 while the field doubles, and it does not need to cross zero. The bulk transition lies at $V_Z=10.0$ meV, or 6.9 T. Raising the mass to $0.022\,m_e$ with all else fixed changes the lattice value at 2 meV by 1 to 2%, as the absence of $m$ from (3) suggests.

**Why the peak can look quantized**

At $k=0$ the two bands have spin energies $\mp V_Z$, so they turn at $V-\mu=\pm V_Z$. These points are $2V_Z/F=200$ nm apart. A lead behind the barrier couples mainly to the nearer mode.

Let that mode have width $\Gamma$, let the other have none, and let $\varepsilon$ be their splitting. In the basis of the two Majorana modes the effective Hamiltonian is

$$\begin{pmatrix}-i\Gamma&i\varepsilon\\-i\varepsilon&0\end{pmatrix},\qquad G_{11}=\frac{E}{E(E+i\Gamma)-\varepsilon^2},$$

where $G_{11}$ is the corresponding element of $(E-H_{\rm eff})^{-1}$. A Majorana mode couples with equal weight to electrons and holes, so the electron-to-hole amplitude is $\Gamma G_{11}$ up to a phase. The Andreev probability is

$$R(E)=\frac{\Gamma^2E^2}{(E^2-\varepsilon^2)^2+\Gamma^2E^2} .\qquad(4)$$

Below the gap every electron returns as an electron or a hole, and each hole adds two charges to the current balance, so the conductance is $(2e^2/h)R$. For $\Gamma\gg\varepsilon$, $R$ is near one between $\varepsilon^2/\Gamma$ and $\Gamma$. If $\varepsilon^2/\Gamma\ll k_BT\ll\Gamma$, thermal averaging hides the narrow centre and the peak approaches $2e^2/h$. I do not use (4) inside that centre, where even a very weak coupling of the second mode can matter.

For the example, the wire is joined to a normal lead, a chain with the mass of the wire and Fermi wavevector 0.03 nm$^{-1}$, at the point where the ramp is 3.5 meV above $\mu$, a height chosen to keep $\Gamma$ small compared with the gap. At $V_Z=2$ meV the complex levels of the open wire give $\Gamma=13.1\ \mu$eV and $\varepsilon=0.76\ \mu$eV, so $\varepsilon^2/\Gamma=0.044\ \mu$eV. At 20 mK, $k_BT=1.72\ \mu$eV lies between the two. The lattice conductance, computed without (4), gives $R=0.505$ at $E=\Gamma$, where (4) gives 0.502. At 100 µeV it has dropped to 0.02.

With barrier height and temperature held fixed, the thermal zero-bias conductance in units of $2e^2/h$ is 0.04, 0.64, 0.94 and 0.98 at $V_Z=1.50$, 1.75, 2.00 and 2.25 meV. At the two lower fields the splitting exceeds $k_BT$ and the maximum lies at finite bias, so those two values belong to a dip between split peaks. The value at 2 meV is 73 µS. The rise has two sources that this sequence does not separate: the splitting shrinks, and the nearer turning point moves towards the lead. The last two points differ by less than 5%, which could be read as the start of a plateau. A weaker contact to the same kind of ramp, with $\Gamma=0.55\ \mu$eV and hence below $k_BT$, gives 0.20. The lead matters too: with the same barrier at 2 meV, a lead wavevector of 0.1 or 0.4 nm$^{-1}$ narrows the resonance and gives 0.80 or 0.36. The height therefore reports the contact and the temperature as much as the level.

**Is the level topological after all?**

The authors may reply that a piece of the ramp satisfies the topological condition locally. It does: $(V-\mu)^2+\Delta^2<V_Z^2$ holds over $2\sqrt{V_Z^2-\Delta^2}/F$, just under 200 nm. But this is a short piece of a wire whose bulk is trivial, and three comparisons at $V_Z=2$ meV show what follows.

First, the level does not need a paired piece of this kind. If the pairing is switched on smoothly beyond the ramp, so that the piece is practically a normal conductor, the lowest level is at 0.16 µeV, still near zero.

Second, making the wire 2.5 µm shorter, from about 12.5 to 10 µm, leaves $E_0$ at 0.75 µeV. The splitting is set by the ramp, whereas end modes of a long topological wire approach zero energy as the wire grows.

Third, the far end has no partner near zero energy; its hard wall binds only a level slightly below the bulk gap of 198 µeV. The next level of the whole wire lies at 174 µeV. Replacing the ramp by a hard wall, with the bulk unchanged, puts the lowest level at 172 µeV. The near-zero level belongs to the shape of the contact.

**How far this applies to the device**

The mass, $\alpha$ and $g$ are those of a bare indium antimonide nanowire, while $\Delta=0.25$ meV is close to the gap of an aluminium shell. The two do not quite fit together: a coupling strong enough to induce such a gap also mixes the wire states with the metal and lowers their effective $g$ and $\alpha$. The model, with its constant $\Delta$, leaves this out, so the energies and fields above illustrate the mechanism and do not describe a particular device. The 500 nm ramp is gentle and the wire is long; both favour a clear demonstration. The slope enters the exponent: making it 20% steeper raises (3) from 0.78 to 1.97 µeV. A field of 1.4 T would also weaken pairing in aluminium, which the model holds fixed; 20% less $\Delta$ lowers (3) to 0.54 µeV. For a 60 nm wide wire with hard walls the second subband lies 20.9 meV above the first, and at 1.4 T orbital and Zeeman splitting bring its bottom down to about 14 meV, so one subband is consistent with $\mu=10$ meV. In a wire 80 nm wide or more the second subband would be occupied at this field. The diamagnetic shift, 0.66 meV, merely displaces the turning points on a linear ramp. Other orbital effects and charging are left out.

Disorder is the assumption most likely to fail. Random site potentials corresponding to a mobility of $5\times10^4$ cm²/Vs, a mean free path of about 0.2 µm, put the lowest level of the wire at a median of 22 µeV in five samples. At $10^6$ cm²/Vs, far cleaner than I would assume for such a wire, the median is again 22 µeV, although the mean free path of 4.1 µm exceeds the clean coherence length ($\hbar v_F/\Delta=1.3$ µm; the decay length at $V_Z=2$ meV, where the gap is 0.20 meV, is 1.5 µm). The equal medians should not be read as insensitivity to disorder: five samples are few, and the lowest level need not be the same state in both cases. In the dirtier wire it can be a state bound by disorder far from the ramp. The energies do show that the sub-µeV value is a property of the clean model and should not be expected of a device as it stands.

This limits the counterexample as a quantitative account of the data, but it does not restore the inference. The manuscript's model, in its trivial phase, produces a peak at zero bias, close to $2e^2/h$, over a range of field (94% and 98% of that value at the two highest fields computed, for a contact with $\Gamma$ well above $k_BT$). These three observations together cannot establish a topological bound state. I ask the authors to withdraw that conclusion, or to support it with evidence that the bulk gap has closed and reopened and that correlated end states exist at both ends, with the contact potential examined in each case. Matching levels at the two ends are not enough by themselves, because two similar ramps on a trivial wire each bind a level near (3) when the wire is many decay lengths long (0.68 and 0.83 µeV for ramps 12 µm apart; at 2 µm the levels are pushed to tens of µeV). The main computed values are in the numerical output below; its thermal conductances are 0.4% high because of a coarse energy grid, and the values quoted here are corrected for this.

## Computed values

```
mass 0.015 me; alpha 50.0 meV nm; Delta 0.25 meV
mu 10.0 meV; slope F 0.02 meV/nm; corner width 150.0 nm
g 50.0; temperature 20 mK; kT 1.723 ueV
hbar^2/2m = 2540.0 meV nm2; lattice step 4.0 nm
kF = 0.0627 1/nm; alpha kF = 3.137 meV
alpha F = 1.000 meV2
field scale sqrt(2 alpha F/pi) = 0.798 meV
working Vz 2.0 meV = 1.382 T
critical Vz 10.003 meV = 6.91 T
smallest bulk gap, Vz 0 to 2.0 meV: 0.1975 meV
Vz 1.5 meV: s integrated 0.02958, formula 0.02918
Vz 1.5 meV: norm integrated 2.9219, formula 2.8487
Vz 2.0 meV: s integrated 0.00191, formula 0.00187
Vz 2.0 meV: norm integrated 2.4849, formula 2.4076
Vz 1.00 meV: E0 lattice 60.321, formula 62.749 ueV
Vz 1.25 meV: E0 lattice 27.005, formula 27.894 ueV
Vz 1.50 meV: E0 lattice 9.944, formula 10.243 ueV
Vz 1.75 meV: E0 lattice 3.013, formula 3.104 ueV
Vz 2.00 meV: E0 lattice 0.752, formula 0.776 ueV
weak-pairing Delta*s at working Vz: 0.467 ueV
next level, smooth end: 173.5 ueV
E0 with mass 0.022 me: 0.762 ueV
E0 with wire 2500 nm shorter: 0.753 ueV
lowest level, sharp end: 172.2 ueV
E0 with no pairing on ramp: 0.156 ueV
turning points apart by 2Vz/F = 200 nm
lead joined 3.50 meV above mu; lead k 0.03 1/nm
lattice hopping 158.7 meV; lead rate 38.0 meV
Vz 1.50 meV: thermal zero-bias G = 0.041 x 2e2/h
Vz 1.75 meV: thermal zero-bias G = 0.646 x 2e2/h
Vz 2.00 meV: thermal zero-bias G = 0.943 x 2e2/h
Vz 2.25 meV: thermal zero-bias G = 0.985 x 2e2/h
2e2/h = 77.481 uS
pole widths: 0.04433 and 13.062 ueV
Gamma = 13.106 ueV; splitting = 0.761 ueV
Andreev probability at 6.55 ueV: 0.805, law 0.804
Andreev probability at 13.11 ueV: 0.505, law 0.502
Andreev probability at 26.21 ueV: 0.205, law 0.200
Andreev probability at 100 ueV: 0.0232
hard-wall contact (3.0 meV, rate 32.0 meV): Gamma 0.548 ueV
  its thermal zero-bias G = 0.200 x 2e2/h
second subband above first, 60.0 nm wire: 20.89 meV
diamagnetic shift at working field: 0.659 meV
formula E0, slope +20%: 1.973 ueV
formula E0, Delta -20%: 0.542 ueV
clean coherence length hbar v/Delta = 1275 nm
mobility 5e+04 cm2/Vs: mean free path 206 nm
  lowest level, 5 samples: median 21.526, max 25.507 ueV
mobility 1e+06 cm2/Vs: mean free path 4130 nm
  lowest level, 5 samples: median 22.342, max 48.608 ueV
```
